\section*{A Small Schottky-Barrier Slope Does Not Identify Metal-Induced Gap States}

\section{What dimensions allow the slope to say}

Let a metal of work function $\phi_M$ touch a two-dimensional semiconductor, and let electronic states in the semiconductor's gap exchange charge with the metal. When their charge is averaged over the contact plane, three quantities govern their electrostatic effect: their density $D$ per area and energy, their distance $\delta$ from the metal's image plane, and the coupling $e^2/\varepsilon$, where $\varepsilon=\varepsilon_0\varepsilon_r$ is the permittivity between them. In units of energy and length these have dimensions
\[
[D]=\mathrm{energy}^{-1}\,\mathrm{length}^{-2},\quad
[\delta]=\mathrm{length},\quad
[e^2/\varepsilon]=\mathrm{energy}\times\mathrm{length}.
\]
A product $D^a(e^2/\varepsilon)^b\delta^c$ is dimensionless if $-a+b=0$ and $-2a+b+c=0$, hence $a=b=c$. While the density is constant around the Fermi level, neither a band width nor the temperature supplies another energy scale. Equal shifts of the Fermi level then exchange equal charges, so the electron barrier $\Phi_B$ is linear in $\phi_M$ and its slope does not depend on $\phi_M$ itself. The slope must therefore have the form
\begin{equation}
S\equiv\frac{d\Phi_B}{d\phi_M}=F\!\left(\frac{e^2D\delta}{\varepsilon}\right).
\label{eq:dim}
\end{equation}
The origin of the states is not among the arguments of $F$.

\section{The belief and its appeal}

The belief is this: if changing the metal hardly moves the barrier, the contact is pinned by metal-induced gap states (MIGS), the evanescent tails of metal wave functions in the semiconductor's gap. It has a sound starting point. Such tails accompany an intimate contact, they can hold charge, and enough of them do produce a small slope. A small slope seen with several metals also suggests a cause common to all of them.

The inference runs the wrong way, however. That MIGS can give a small slope does not show that a small slope comes from MIGS. Defects, such as sulfur vacancies made during metal deposition, can also be common to all the contacts. The function $F$ shows what the measurement can and cannot decide.

\section{The barrier from charge balance}

Place all the states in one plane, replace their charge by its average over that plane, and let them be in equilibrium with the metal. Treat them as independent one-electron levels, take any interface dipole to be the same for every metal, and let the field beyond the plane vanish. Let $n$ be the net number of electrons per area in the states, relative to neutrality.

With $z$ pointing from metal to semiconductor, Gauss's law across the plane reads $0-\varepsilon\mathcal E=-en$, so the field in the gap between metal and plane is $\mathcal E=en/\varepsilon$. The electrostatic potential changes by $-\mathcal E\delta=-en\delta/\varepsilon$ from metal to plane. An electron has charge $-e$, so its energy rises by $e^2n\delta/\varepsilon$. Without this charge the barrier would be $\phi_M-\chi$, where $\chi$ is the electron affinity, including the energy shift from the common interface dipole if there is one. Therefore
\begin{equation}
\Phi_B=\phi_M-\chi+Kn,\qquad K=\frac{e^2\delta}{\varepsilon_0\varepsilon_r}.
\label{eq:gauss}
\end{equation}

Let the states be neutral when filled to a level $\Phi_0$ below the conduction edge. The Fermi level lies $\Phi_B$ below that edge, and so $\Phi_0-\Phi_B$ above the neutrality level. For constant density,
\begin{equation}
n=D(\Phi_0-\Phi_B).
\label{eq:charge}
\end{equation}
Inserting this in Eq.~\eqref{eq:gauss} and collecting the barrier on the left gives
\begin{align}
\Phi_B&=\phi_M-\chi+KD\Phi_0-KD\Phi_B,\nonumber\\
(1+KD)\Phi_B&=\phi_M-\chi+KD\Phi_0,\nonumber\\
\Phi_B&=S(\phi_M-\chi)+(1-S)\Phi_0,\qquad S=\frac{1}{1+KD}.
\label{eq:S}
\end{align}
The last line uses $KD/(1+KD)=1-S$. For $KD\ll1$ the barrier follows the metal; for $KD\gg1$ it stays near $\Phi_0$.

Solving for the density shows all that the slope determines in this model:
\begin{equation}
\frac{D\delta}{\varepsilon_r}=\frac{\varepsilon_0}{e^2}\left(\frac1S-1\right).
\label{eq:invert}
\end{equation}
Within this model, MIGS and defects with equal $D$, $\delta$ and $\varepsilon_r$ have equal slopes. If their neutrality levels agree, their intercepts agree too.

\section{Two origins, one number}

Take rough, round values in the regime of a metal on top of monolayer MoS$_2$: $\chi=4.2$~eV, a gap of 1.8~eV, $\delta=0.5$~nm, $\varepsilon_r=2$, $\Phi_0=0.30$~eV and $D=2\times10^{14}$~cm$^{-2}$\,eV$^{-1}$, at 300~K. Then $K=4.524\times10^{-14}$~eV\,cm$^2$, and
\[
KD=(4.524\times10^{-14})(2\times10^{14})=9.05,\qquad
S=\frac1{1+9.05}=0.0995 .
\]

In one contact the states fill the gap uniformly, as a simple representation of MIGS. In the other they form a defect band 0.4~eV wide, centred on $\Phi_0$ and neutral when half full. Solving the charge balance with Fermi occupation of individual levels, for six work functions from 4.3 to 5.3~eV, gives fitted slopes of 0.0995 for MIGS and 0.0997 for defects. Both barriers rise from 0.28 to 0.38~eV. The largest difference between them is 0.22~meV, far below $kT=25.9$~meV. Within the averaged-charge model, these barriers do not tell the two contacts apart.

\section{What the slope reads when the density varies}

Real densities need not be constant. Let $D(d)$ be the density at depth $d$ below the conduction edge. Its occupation is $f=[1+e^{(\Phi_B-d)/kT}]^{-1}$, and $-\partial f/\partial\Phi_B=f(1-f)/kT$. Hence
\begin{equation}
\frac{dn}{d\Phi_B}=-D_T,\qquad
D_T=\int D(d)\,\frac{f(1-f)}{kT}\,dd .
\label{eq:DT}
\end{equation}
Differentiating Eq.~\eqref{eq:gauss} with respect to $\phi_M$ gives $S=1-KD_TS$, and so
\begin{equation}
S=\frac1{1+KD_T}.
\label{eq:local}
\end{equation}
The local slope reads the density within a few $kT$ of the Fermi level. A Gaussian band with peak density $2\times10^{14}$~cm$^{-2}$\,eV$^{-1}$ and standard deviation 0.06~eV has $D_T=1.051\times10^{14}$~cm$^{-2}$\,eV$^{-1}$ at $\phi_M=5.0$~eV. Equation~\eqref{eq:local} gives 0.1738, as does the numerical derivative of the solved barrier.

For equal $D$, the two origins therefore give nearly equal slopes while the Fermi level stays inside the defect band, several $kT$ from its edges. In the 0.4~eV band the slope is 0.104 at a distance of $3kT$ from an edge and 0.181 at the edge itself. Consider a band of width $w$ holding $N=Dw$ states, half full when neutral. At low temperature it is full at $\Phi_B=\Phi_0-w/2$, where $n=N/2$, and empty at $\Phi_B=\Phi_0+w/2$, where $n=-N/2$. Since $\phi_M=\chi+\Phi_B-Kn$, these limits lie at
\begin{equation}
\phi_M=\chi+\Phi_0\mp\frac{w+KN}{2}.
\label{eq:window}
\end{equation}
Beyond them $n$ no longer changes, and the slope returns to one, provided the Fermi level also stays many $kT$ from the conduction and valence edges. On the low-$\phi_M$ side conduction-band carriers soon take over: at 300~K, with a band mass of half the free-electron mass, the slope there recovers only to about 0.8 for a 0.1~eV band and stays near 0.2 or below for the 0.4~eV band.

For $w=0.1$~eV and the same $D$, $N=2\times10^{13}$~cm$^{-2}$ and the pinning window is $0.1+0.905=1.005$~eV wide. A scan at 10~K finds it between 3.998 and 5.002~eV. At 300~K the band is only about $4kT$ wide, so it loses part of its thermal average: integrating Eq.~\eqref{eq:DT} at its centre gives $D_T=D\tanh(w/4kT)\approx0.75D$, and the slope there is 0.129. At 5.6~eV it is 1.000, while the uniform MIGS still give 0.0995.

Such a release shows that few states remain near the Fermi level. Its absence does not establish MIGS: for the half-filled 0.4~eV band, $w+KN=0.4+3.62\approx4.0$~eV, and this window, centred on 4.5~eV, contains all the metals considered here.

The neutral filling matters, however. The levels of a sulfur vacancy in the upper part of the gap, for example, are normally empty when the vacancy is neutral, so they can only accept electrons. If the same 0.4~eV band were empty when neutral, it would release the Fermi level, apart from thermal rounding, above $\phi_M=\chi+\Phi_0+w/2=4.7$~eV. That lies within the range of metals, and the slope would then distinguish this band from uniform MIGS.

\section{An experiment that changes the two causes differently}

Insert an insulator of thickness $t$ and permittivity $\varepsilon_t$ next to the metal. The same charge now produces two potential drops in series, so
\begin{equation}
K_t=\frac{e^2}{\varepsilon_0}\left(\frac{\delta}{\varepsilon_r}+\frac t{\varepsilon_t}\right).
\label{eq:Kt}
\end{equation}
A metal wave function decays as $e^{-\kappa t}$ through the insulator, and its density as the square. If the other matching factors stay fixed, the MIGS density becomes $De^{-2\kappa t}$. Defects already present keep their states. For averaged charge and a Fermi level inside their band, their slope therefore falls as $K_t$ grows, whereas for MIGS the logarithmic derivative of $K_tDe^{-2\kappa t}$ is
\[
\frac{1/\varepsilon_t}{\delta/\varepsilon_r+t/\varepsilon_t}-2\kappa .
\]
With $\varepsilon_t=3$, a 2~eV tunnel barrier taken to be the same for every metal, and the free-electron mass, $\kappa=7.245$~nm$^{-1}$. The first term is at most $0.333/0.25=1.33$~nm$^{-1}$, well below $2\kappa=14.5$~nm$^{-1}$, so the MIGS slope rises at every thickness.

At $t=0.33$~nm, $K_t/K=0.36/0.25=1.44$ and $K_tD=13.0$. Fixed defects then give $S=0.071$. Of the MIGS a fraction $8.38\times10^{-3}$ remains, so $K_tDe^{-2\kappa t}=0.109$ and $S=0.90$. At 0.66~nm the slopes are 0.056 and 0.999. These values leave out conduction-band carriers; once the contact is unpinned the barrier at 4.3~eV is only about 0.1~eV, and including them lowers the last slope to 0.99.

A tight-binding chain tests the different fates of the states. A metal with hopping 2~eV is coupled by 1~eV to barrier sites at 4~eV with mutual hopping 1~eV. The last of these is coupled by 0.5~eV to a two-site layer whose own levels lie at $\pm0.9$~eV. In the barrier an amplitude $e^{-qj}$ at site $j$ requires $2\cosh q=4-E$, with $E$ in eV. At $E=0.6$~eV this predicts a density factor $e^{-2q}=0.1058$ per site, and the computed factor from four to five sites agrees. Between $-0.75$ and $0.75$~eV the layer holds $1.7\times10^{-2}$ states behind one barrier site and $1.7\times10^{-5}$ behind four. With a defect site at 0.5~eV, coupled to the layer by 0.2~eV, the numbers are 1.01 and 1.00.

Even this experiment has a condition. An insulator laid down before the metal may also prevent deposition damage. If the defects are cut by the same fraction as the MIGS at 0.33~nm, their fitted slope is 0.96. It exceeds 0.90 because the depleted band can no longer hold the Fermi level: its window is now $0.4+0.04$~eV wide, and three of the six metals lie beyond it. Unpinning points to MIGS only if the defect density is held fixed or measured separately.

\section{The model beside a real contact}

Slopes of roughly 0.1 are reported for evaporated metals on MoS$_2$, and $D$ was chosen to give that size. The wide defect band holds $8\times10^{13}$ states per cm$^2$, which is 6.9\% of the number of sulfur sites on one face; for the narrow band the figure is 1.7\%. With one state per defect, the wide band would mean a heavily damaged surface. Defects that supply several states each, counting spin, lower the required defect density in proportion only if the repulsion between electrons on one defect is too weak to move some of these states away from the Fermi level. At $\phi_M=5.3$~eV the charge actually exchanged is $1.6\times10^{13}$~cm$^{-2}$, and the field in the gap is 14~MV/cm; constancy of $\delta$ and $\varepsilon_r$ at such a field is assumed.

The averaging of the charge is a stronger assumption for defects than for MIGS. If the exchanged charge sits on separate defects, their mean spacing is about 2.5~nm, five times $\delta$. A charged defect then does not feel the averaged potential $Kn$, and its slope at the same $D$ can differ strongly from Eq.~\eqref{eq:S}. The equal slopes found above hold for smooth charge; for discrete defects Eq.~\eqref{eq:invert} gives only an effective value of $D\delta/\varepsilon_r$.

The position of the charge matters. Defects 0.35~nm from the image plane give $S=0.137$ at the same $D$, and need $2.86\times10^{14}$~cm$^{-2}$\,eV$^{-1}$ to restore the original slope. Spreading the charge evenly from 0.35 to 0.65~nm, with the band edge taken at the mean potential of this region, gives 0.109. A fixed positive gate charge of $5\times10^{12}$ elementary charges per cm$^2$ shifts the barrier by $-SKn_g=-23$~meV, which changes the intercept and leaves the slope alone. Conduction-band carriers, about $2\times10^8$~cm$^{-2}$ at the lowest pinned barrier of 0.28~eV, are negligible while the contact is pinned.

Real devices also break the assumption that the measured barrier equals $\Phi_B$. For a triangular lateral barrier that falls to the Fermi level over 10~nm, and an effective mass of half the free-electron mass, a semiclassical tunnelling estimate lowers the barrier seen in an Arrhenius plot by 53~meV at the low end of the range and 76~meV at the high end. The apparent slope for defects drops from 0.0997 to 0.077. Read through Eq.~\eqref{eq:invert}, that would give $KD=12.0$ instead of 9.05, an overestimate of about one third relative to the true value. The size of the error is only approximate. Solving the wave equation for the same barrier and mass, with the metal's band bottom 1 to 5~eV below the conduction edge far from the contact, gives lowerings of 61--63 and 91--92~meV and a slope of 0.070--0.071; the overestimate of $KD$ is then nearly one half. Thus even the product $D\delta/\varepsilon_r$ requires a barrier corrected for tunnelling, and the origin of the states requires evidence beyond the slope. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Affinity 4.2 eV, gap 1.8 eV, neutrality depth 0.30 eV
Separation 0.5 nm, gap permittivity 2.0, T 300 K
kT = 0.0259 eV
State density D = 2.00e+14 cm^-2 eV^-1
K = 4.524e-14 eV cm^2; K D = 9.048
Slope from formula S = 0.0995
Fitted slope, MIGS = 0.0995; defect band = 0.0997
Neutrality depth from fits: MIGS 0.3000 eV, defects 0.3000 eV
Work functions (eV):    [4.3 4.5 4.7 4.9 5.1 5.3]
Barriers, MIGS (eV):    [0.2801 0.3    0.3199 0.3398 0.3597 0.3796]
Barriers, defects (eV): [0.2801 0.3    0.3199 0.3399 0.3598 0.3798]
Largest barrier difference = 0.22 meV
Defect band width 0.4 eV, total 8.00e+13 cm^-2
Sulfur sites on one face = 1.156e+15 cm^-2 (a = 0.316 nm)
Defect states per such site = 6.92 percent
Gaussian band, sigma 0.06 eV, phi_M 5.0 eV: D_T = 1.051e+14 cm^-2 eV^-1
  slope solved 0.1738, formula 0.1738
Defects at 0.35 nm, same D: slope = 0.1370
  D for the first slope = 2.857e+14 cm^-2 eV^-1, slope = 0.0997
Narrow band: width 0.1 eV, total 2.00e+13 cm^-2
  pinning window: formula 1.005 eV, 10 K scan 1.004 eV
  scan window from 3.998 to 5.002 eV
  300 K slope at 4.5 eV = 0.1288, at 5.6 eV = 1.0000
  MIGS slope at 5.6 eV = 0.0995
Tight binding: MIGS factor per barrier site 0.10577, formula 0.10577
  gap states without defect, 1 and 4 sites: 1.739e-02, 1.660e-05
  gap states with defect, 1 and 4 sites: 1.0118, 0.9993
Insulator: barrier 2.0 eV, permittivity 3.0, kappa = 7.245 nm^-1
  t = 0.33 nm: MIGS fraction left = 8.380e-03
    slope: MIGS 0.9016, fixed defects 0.0714, defects cut by same fraction 0.9613
  t = 0.66 nm: MIGS fraction left = 7.023e-05
    slope: MIGS 0.9988, fixed defects 0.0556, defects cut by same fraction 0.9996
Charge spread over 0.3 nm: slope = 0.1094
Gate charge 5.0e+12 cm^-2: barrier shift = -22.54 meV
Band carriers at lowest barrier (mass 0.5) = 2.13e+08 cm^-2
At phi_M 5.3 eV: potential drop 0.720 V, field 14.40 MV/cm
  charge exchanged = 1.592e+13 cm^-2
Tunnelling, lateral barrier 10 nm: lowering 53.1 to 76.1 meV
  apparent slope for defects = 0.0768
\end{verbatim}
